\section*{Waiting times and the Mandel parameter of resonance fluorescence}

\section{The result}

A two-level atom with ground state $g$ and excited state $e$ is driven on resonance with Rabi frequency $\Omega$. Its excited state decays at the rate $\Gamma$ by emitting a photon. If every photon is counted, the time $t$ between one photon and the next has the probability density
\begin{equation}
w(t)=\frac{\Gamma\Omega^2}{\lambda^2}\,e^{-\Gamma t/2}\sin^2\frac{\lambda t}{2},
\qquad \lambda^2=\Omega^2-\frac{\Gamma^2}{4}.
\label{w}
\end{equation}
Let $n$ be the number of photons counted in a time $T$ in the steady state. The Mandel parameter $Q(T)=(\mathrm{Var}\,n-\langle n\rangle)/\langle n\rangle$ is zero for Poisson counts. Here it tends at long times to
\begin{equation}
Q=-\frac{6\,\Gamma^2\Omega^2}{(\Gamma^2+2\Omega^2)^2}\;\ge\;-\frac34 ,
\label{Q}
\end{equation}
with equality at $\Omega=\Gamma/\sqrt2$. The value $-3/4$ requires resonance and unit detection efficiency; both conditions are relaxed below.

\section{The simplest case: one wait on resonance}

The drive is a classical monochromatic field, treated in the rotating-wave approximation. Emission is Markovian, there is no other dephasing, and no laser light reaches the detector. In the frame rotating with the laser, with $\Delta=\omega_{\rm laser}-\omega_{\rm atom}$ and $\Omega>0$,
\begin{equation}
H=-\hbar\Delta|e\rangle\langle e|+\frac{\hbar\Omega}{2}\bigl(|e\rangle\langle g|+|g\rangle\langle e|\bigr).
\end{equation}
With $\sigma=|g\rangle\langle e|$ the master equation is
\begin{equation}
\dot\rho=-\frac{i}{\hbar}\bigl(H_{\rm eff}\,\rho-\rho H_{\rm eff}^\dagger\bigr)+\Gamma\sigma\rho\sigma^\dagger,
\qquad H_{\rm eff}=H-\frac{i\hbar\Gamma}{2}|e\rangle\langle e| .
\end{equation}
The last term describes the emission of a photon, which has probability $\Gamma\rho_{ee}\,dt$ in $dt$. The rest is the evolution while no photon appears. Since $\sigma\rho\sigma^\dagger=\rho_{ee}|g\rangle\langle g|$, each emission puts the atom in $g$, whatever happened before. Successive waits are therefore independent and share one density $w$: the photons form a renewal process.

Start in $g$ just after a photon. For $\Delta=0$ the no-photon amplitudes obey
\begin{equation}
\dot c_g=-\frac{i\Omega}{2}c_e,\qquad
\dot c_e=-\frac{\Gamma}{2}c_e-\frac{i\Omega}{2}c_g .
\label{amp}
\end{equation}
The norm $P=|c_g|^2+|c_e|^2$ is the probability that no photon has yet appeared. The drive terms cancel in its derivative, leaving $\dot P=-\Gamma|c_e|^2$, so $w=-\dot P=\Gamma|c_e|^2$.

Differentiating the second equation and inserting the first gives
\begin{equation}
\ddot c_e+\frac{\Gamma}{2}\dot c_e+\frac{\Omega^2}{4}c_e=0,
\qquad c_e(0)=0,\quad \dot c_e(0)=-\frac{i\Omega}{2}.
\end{equation}
A trial solution $e^{rt}$ requires $r=-\Gamma/4\pm\sqrt{\Gamma^2/16-\Omega^2/4}=-\Gamma/4\pm i\lambda/2$. The initial values select
\begin{equation}
c_e=-\frac{i\Omega}{\lambda}\,e^{-\Gamma t/4}\sin\frac{\lambda t}{2},
\end{equation}
and $\Gamma|c_e|^2$ is Eq.~\eqref{w} for real $\lambda$. For $\Omega<\Gamma/2$ put $\lambda=iq$; then $\sin^2(\lambda t/2)/\lambda^2$ becomes $\sinh^2(qt/2)/q^2$. At $\Omega=\Gamma/2$ it becomes $t^2/4$.

\paragraph{Two limits.} For weak drive, $q=\sqrt{\Gamma^2/4-\Omega^2}\simeq\Gamma/2-\Omega^2/\Gamma$. Once $qt\gg1$, $\sinh^2(qt/2)\simeq e^{qt}/4$, and
\begin{equation}
w\simeq\frac{\Gamma\Omega^2}{4q^2}e^{-(\Gamma/2-q)t}\simeq\frac{\Omega^2}{\Gamma}e^{-\Omega^2t/\Gamma}.
\end{equation}
For strong drive, averaging $\sin^2$ over a Rabi cycle gives $w\simeq(\Gamma/2)e^{-\Gamma t/2}$. Both are exponential laws, which belong to Poisson counts. They hold only on a coarse time scale: $w(0)=0$ for any drive, and for strong drive $w$ returns to zero once per Rabi cycle. It is the counting noise over long times that becomes Poissonian in both limits, so any strong regularity of those counts must lie between them.

\section{From waits to counts}

This section holds for any renewal process of the present kind. Let $f(\tau)$ be the density for a photon, not necessarily the next one, at delay $\tau$ after a given photon. It is either the next photon or it follows a first one at $t'$:
\begin{equation}
f(\tau)=w(\tau)+\int_0^\tau w(t')f(\tau-t')\,dt'.
\end{equation}
Denote Laplace transforms by $W(s)$ and $F(s)$. The convolution becomes a product, so $F=W+WF$ and
\begin{equation}
F=\frac{W}{1-W}=\frac{1}{1/W-1}.
\label{F}
\end{equation}
Let $m=\langle t\rangle$ and $m_2=\langle t^2\rangle$. Then $W=1-ms+m_2s^2/2-\dots$, and inversion of the series gives
\begin{equation}
\frac1W=1+ms+ks^2+\dots,\qquad k=m^2-\frac{m_2}{2}.
\label{k}
\end{equation}
Hence
\begin{equation}
F=\frac{1}{ms(1+ks/m+\dots)}=\frac{1}{ms}-\frac{k}{m^2}+O(s).
\label{Fexp}
\end{equation}
For $\mathrm{Re}\,s\ge0$ and $s\ne0$, $|W(s)|<1$, because $w$ is a continuous density. The only pole of $F$ there is thus $s=0$. As $W$ is rational in this model, $f$ approaches the steady rate $I=1/m$ through decaying exponentials, multiplied by a power of $\tau$ where poles coincide. The normalized intensity correlation is $g^{(2)}(\tau)=f(\tau)/I$.

Now count pairs. In the steady state a photon appears at rate $I$, and another follows at delay $\tau$ with density $f(\tau)$. In a window $T$, the earlier photon has a range $T-\tau$ available. Counting both orders of each pair gives
\begin{equation}
\langle n(n-1)\rangle=2I\int_0^T(T-\tau)f(\tau)\,d\tau,
\qquad
\langle n\rangle^2=I^2T^2=2I\int_0^T(T-\tau)I\,d\tau .
\end{equation}
Subtract and divide by $\langle n\rangle=IT$:
\begin{equation}
Q(T)=2\int_0^T\Bigl(1-\frac{\tau}{T}\Bigr)\bigl[f(\tau)-I\bigr]d\tau .
\label{QT}
\end{equation}
For $T\to\infty$ the integral is the value of $F(s)-I/s$ at $s\to0$, so by Eq.~\eqref{Fexp}
\begin{equation}
Q=-\frac{2k}{m^2}=\frac{m_2}{m^2}-2=\frac{\mathrm{Var}\,t}{m^2}-1 .
\label{Qk}
\end{equation}
Regular waits give sub-Poisson counts; an exponential law has $\mathrm{Var}\,t=m^2$ and gives $Q=0$.

\section{The resonant minimum}

Write $\sin^2(\lambda t/2)=(1-\cos\lambda t)/2$ and $p=s+\Gamma/2$. The transform of Eq.~\eqref{w} is
\begin{equation}
W=\frac{\Gamma\Omega^2}{2\lambda^2}\left[\frac1p-\frac{p}{p^2+\lambda^2}\right]
=\frac{\Gamma\Omega^2}{2p(p^2+\lambda^2)} .
\end{equation}
Since $2p=2s+\Gamma$ and $p^2+\lambda^2=s^2+\Gamma s+\Omega^2$,
\begin{equation}
\frac1W=1+\frac{\Gamma^2+2\Omega^2}{\Gamma\Omega^2}\,s+\frac{3}{\Omega^2}\,s^2+\frac{2}{\Gamma\Omega^2}\,s^3 .
\label{Wres}
\end{equation}
The constant term shows that $w$ is normalized. With $S=\Gamma^2+2\Omega^2$ the other terms give $m=S/(\Gamma\Omega^2)$ and $k=3/\Omega^2$, and Eq.~\eqref{Qk} becomes
\begin{equation}
Q=-\frac{6}{\Omega^2}\,\frac{\Gamma^2\Omega^4}{S^2}=-\frac{6\Gamma^2\Omega^2}{S^2}.
\end{equation}
To find the minimum, use $S^2=8\Gamma^2\Omega^2+(\Gamma^2-2\Omega^2)^2$. The last square is never negative, so $Q\ge-6/8=-3/4$, with equality when $2\Omega^2=\Gamma^2$.

The limits agree with those of $w$: $Q\to-6\Omega^2/\Gamma^2$ for weak drive and $Q\to-3\Gamma^2/(2\Omega^2)$ for strong drive. With $x=2\Omega^2/\Gamma^2$, $Q=-3x/(1+x)^2$, which is unchanged by $x\to1/x$. Drives $\Omega$ and $\Gamma^2/(2\Omega)$ therefore give the same long-time noise, although their photon rates differ unless $\Omega=\Gamma/\sqrt2$:
\begin{center}
\begin{tabular}{lccccccc}
$\Omega/\Gamma$ & 0.1 & 0.3 & 0.5 & 0.707 & 1 & 2 & 5\\
$Q$ & $-0.058$ & $-0.388$ & $-0.667$ & $-0.750$ & $-0.667$ & $-0.296$ & $-0.058$
\end{tabular}
\end{center}

\section{Generalization to a detuned laser}

For $\Delta\ne0$ the second of Eqs.~\eqref{amp} gains the term $i\Delta c_e$. Let $a=|c_e|^2$, $b=|c_g|^2$ and $r=c_ec_g^*$. The product rule gives
\begin{align}
\dot a&=-\Gamma a-\Omega\,\mathrm{Im}\,r,\qquad \dot b=\Omega\,\mathrm{Im}\,r,\\
\dot r&=\Bigl(i\Delta-\frac{\Gamma}{2}\Bigr)r-\frac{i\Omega}{2}(b-a),
\end{align}
with $b(0)=1$ and $a(0)=r(0)=0$. Transform with real $s$ and mark transforms by a hat. The last equation gives $\hat r=-(i\Omega/2)(\hat b-\hat a)/(p-i\Delta)$, hence
\begin{equation}
-\Omega\,\mathrm{Im}\,\hat r=R\,(\hat b-\hat a),\qquad
R(s)=\frac{\Omega^2}{2}\,\frac{p}{p^2+\Delta^2}.
\end{equation}
The population equations become
\begin{equation}
(s+\Gamma)\hat a=R(\hat b-\hat a),\qquad s\hat b-1=-R(\hat b-\hat a)=-(s+\Gamma)\hat a .
\end{equation}
Insert $\hat b=[1-(s+\Gamma)\hat a]/s$ into the first and multiply by $s$:
\begin{equation}
\hat a\,\bigl[s(s+\Gamma)+R(2s+\Gamma)\bigr]=R .
\end{equation}
Since $W=\Gamma\hat a$,
\begin{equation}
\frac1W=1+\frac{2s}{\Gamma}+\frac{s(s+\Gamma)}{\Gamma R(s)} .
\end{equation}
To first order in $s$, $1/p=(2/\Gamma)(1-2s/\Gamma)$, so
\begin{equation}
\frac1R=\frac{2}{\Omega^2}\Bigl(p+\frac{\Delta^2}{p}\Bigr)
=\frac{\Gamma^2+4\Delta^2}{\Gamma\Omega^2}+\frac{2}{\Omega^2}\Bigl(1-\frac{4\Delta^2}{\Gamma^2}\Bigr)s+\dots
\end{equation}
Multiplication by $s(s+\Gamma)/\Gamma=s+s^2/\Gamma$ and collection of powers yield
\begin{align}
m&=\frac2\Gamma+\frac{\Gamma^2+4\Delta^2}{\Gamma\Omega^2}
=\frac{\Gamma^2+4\Delta^2+2\Omega^2}{\Gamma\Omega^2},\\
k&=\frac{1}{\Omega^2}\Bigl(1+\frac{4\Delta^2}{\Gamma^2}+2-\frac{8\Delta^2}{\Gamma^2}\Bigr)
=\frac{3-4\Delta^2/\Gamma^2}{\Omega^2}.
\end{align}
Therefore
\begin{equation}
Q=-\frac{2\Omega^2(3\Gamma^2-4\Delta^2)}{(\Gamma^2+4\Delta^2+2\Omega^2)^2},
\label{Qdet}
\end{equation}
which returns to Eq.~\eqref{Q} at $\Delta=0$.

Let $A=\Gamma^2+4\Delta^2$. From $(A-2\Omega^2)^2\ge0$ follows $(A+2\Omega^2)^2\ge8A\Omega^2$. For $4\Delta^2<3\Gamma^2$ the lowest value at fixed detuning is then
\begin{equation}
Q_{\min}(\Delta)=-\frac{3\Gamma^2-4\Delta^2}{4A}=\frac14-\frac{\Gamma^2}{A},
\qquad\text{at } 2\Omega^2=A .
\end{equation}
It rises with $|\Delta|$, so $-3/4$ is the minimum over drive and detuning together. For $|\Delta|>\sqrt3\,\Gamma/2$ the sign changes: at $\Omega=\Delta=\Gamma$, $Q=2/49\approx0.041$. Yet $g^{(2)}(0)=0$ still, because the atom is in $g$ just after each photon. Antibunching at zero delay does not by itself imply sub-Poisson counts over long times.

\section{Finite counting time and lost photons}

Return to resonance. Equations~\eqref{F} and \eqref{Wres} give
\begin{equation}
F=\frac{\Gamma\Omega^2}{s(2s^2+3\Gamma s+S)}
=I\left[\frac1s-\frac{s+3\Gamma/2}{s^2+3\Gamma s/2+S/2}\right],
\end{equation}
as putting the bracket over a common denominator confirms. The quadratic is $(s+3\Gamma/4)^2+\kappa^2$ with $\kappa^2=\Omega^2-\Gamma^2/16$, so
\begin{equation}
g^{(2)}(\tau)=1-e^{-3\Gamma\tau/4}\Bigl(\cos\kappa\tau+\frac{3\Gamma}{4\kappa}\sin\kappa\tau\Bigr).
\end{equation}
For $\Omega<\Gamma/4$, $\kappa$ is imaginary and the cosine and sine become hyperbolic functions; at $\Omega=\Gamma/4$ the bracket becomes $1+3\Gamma\tau/4$.

In Eq.~\eqref{QT} the upper limit may be moved to infinity at an exponentially small cost when $T$ is long. If $F-I/s=H_0+H_1s+\dots$, then $H_1=-\int_0^\infty\tau(f-I)\,d\tau$ and $Q(T)\simeq2H_0+2H_1/T$. Expanding the second fraction to first order,
\begin{equation}
H_1=I\left[\frac{(3\Gamma/2)^2}{(S/2)^2}-\frac{1}{S/2}\right]
=I\,\frac{9\Gamma^2-2S}{S^2}=I\,\frac{7\Gamma^2-4\Omega^2}{S^2}.
\end{equation}
With $I=\Gamma\Omega^2/S$,
\begin{equation}
Q(T)\simeq Q+\frac{2\Gamma\Omega^2(7\Gamma^2-4\Omega^2)}{S^3T},
\end{equation}
which at $\Omega=\Gamma/\sqrt2$, where $S=2\Gamma^2$, is $-3/4+5/(8\Gamma T)$. In the opposite limit, $T\to0$, $f$ is negligible in Eq.~\eqref{QT} and $Q(T)\simeq-IT$. A window short compared with both $1/\Gamma$ and $1/\Omega$ therefore hides the regularity. In between, $Q(T)$ need not be monotonic. For $\Omega>\sqrt7\,\Gamma/2$ the $1/T$ term is negative and $Q(T)$ approaches $Q$ from below: at $\Omega=5\Gamma$, $Q(T)\approx-0.15$ for $\Gamma T\approx0.5$, against the long-time value $-0.058$.

Suppose each photon is registered independently with probability $\eta$. A registered wait contains $j$ missed photons with probability $\eta(1-\eta)^j$, so
\begin{equation}
W_\eta=\sum_{j=0}^\infty\eta(1-\eta)^jW^{j+1}=\frac{\eta W}{1-(1-\eta)W},
\qquad \frac{1}{W_\eta}-1=\frac1\eta\Bigl(\frac1W-1\Bigr).
\end{equation}
By Eq.~\eqref{F}, $F_\eta=\eta F$. Both $f$ and $I$ in Eq.~\eqref{QT} are multiplied by $\eta$, hence $Q_\eta(T)=\eta Q(T)$. Dead time in the detector would break this law, since losses would then depend on earlier counts. Pure dephasing would leave the reset to $g$ intact but change $w$, and with it the minimum.

\section{Numbers at the optimum}

Take a model emitter with $\Gamma=10^8\ \mathrm{s^{-1}}$, a lifetime of 10 ns, driven on resonance at $\Omega=\Gamma/\sqrt2=7.07\times10^7\ \mathrm{rad\,s^{-1}}$. Then $\lambda=\Gamma/2$, and with $x=\Gamma t/2$
\begin{equation}
w=2\Gamma e^{-x}\sin^2\frac x2=\Gamma e^{-x}(1-\cos x).
\end{equation}
The derivative vanishes when $\sin x+\cos x=1$. Between the zeros $x=0$ and $x=2\pi$ this happens at $x=\pi/2$. Each later maximum is lower than the one before by the factor $e^{-2\pi}$, so the most likely wait is $\pi/\Gamma=31.4$ ns, where $w=0.0208\ \mathrm{ns^{-1}}$. The density vanishes again at $4\pi/\Gamma=125.7$ ns, when an atom that has not emitted is back in $g$.

The mean wait is $m=2\Gamma^2/(\Gamma\cdot\Gamma^2/2)=4/\Gamma=40$ ns. From Eq.~\eqref{k}, $\mathrm{Var}\,t=m^2-2k=16/\Gamma^2-12/\Gamma^2=4/\Gamma^2$, a standard deviation of 20 ns. Thus $Q=(20/40)^2-1=-0.75$.

The probability of no photon up to $t$ is
\begin{equation}
P=2\int_x^\infty e^{-u}(1-\cos u)\,du=e^{-x}(2+\sin x-\cos x).
\end{equation}
Compare it with the exponential law $e^{-t/m}$ of equal mean:
\begin{center}
\begin{tabular}{lccc}
$t$ (ns) & 10 & 40 & 100\\
atom & 0.972 & 0.450 & 0.005\\
exponential & 0.779 & 0.368 & 0.082
\end{tabular}
\end{center}
Both very short and very long waits are rarer for the atom, in keeping with its smaller variance.

In $T=1000$ ns the mean count is $1000/40=25$. Here $\Gamma T=100$, so $Q(T)=-0.75+5/800=-0.744$ and the variance is $25(1-0.744)=6.4$. The standard deviation is 2.5 photons, against 5 for Poisson light of equal mean.

The full count distribution follows from splitting $\rho$ into parts $\rho_n$ with $n$ photons already counted. Each $\rho_n$ evolves under $H_{\rm eff}$ and is fed by $\Gamma\sigma\rho_{n-1}\sigma^\dagger$. Solving these linear equations with a matrix exponential, for $n$ up to 59 and from the steady state, gives a probability of 0.158 for 25 counts; the Poisson value is 0.080.

With $\eta=0.1$ the mean falls to 2.5 and $Q(T)$ to $-0.074$. The variance is then 2.31, within 8\% of the Poisson value 2.5: most of the regularity of the emission is lost from the record.

All numerical values are calculated from the stated model.
